# Classical Scattering Angle for Repulsive Central Forces and the Coulomb Case: a numerical check

```python
"""
Classical deflection by a repulsive central potential V(r).
Result under test (centre-of-mass frame):
  theta = pi - 2 b Integral_{r0}^{infinity} dr / (r^2 sqrt(1-V/Ec-b^2/r^2))
and, for V=C/r with d=C/Ec, theta = 2 arctan(d/(2b)).
b: impact parameter; r0: closest distance; Ec: relative kinetic energy.
M1, M2: projectile and target masses; the target starts at rest.
Working units: pm, eV and atomic mass units (u); angles in radians.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

Z1, Z2 = 5, 20
M1, M2 = 10.0, 40.0
E_lab = 100.0e3
b_main = 1.0
screening_length = 10.0

coulomb_unit = const.e / (4 * np.pi * const.epsilon_0) * 1e12
C = Z1 * Z2 * coulomb_unit
Ec = E_lab * M2 / (M1 + M2)
reduced_mass = M1 * M2 / (M1 + M2)
d = C / Ec


def V_coulomb(r):
    return C / r


def dV_coulomb(r):
    return -C / r**2


def V_screened(r):
    return C / r * np.exp(-r / screening_length)


def dV_screened(r):
    return -V_screened(r) * (1 / r + 1 / screening_length)


def closest_distance(V, b):
    """Root of the radial turning condition, found numerically."""
    def condition(r):
        return r**2 * (1 - V(r) / Ec) - b**2
    upper = 2 * b
    while condition(upper) <= 0:
        upper *= 2
    return brentq(condition, b, upper, xtol=1e-14, rtol=1e-15)


def angle_by_quadrature(V, b):
    """Defining integral; r=r0/(1-s^2) removes the endpoint singularity."""
    r0 = closest_distance(V, b)

    def integrand(s):
        r = r0 / (1 - s**2)
        radial = 1 - V(r) / Ec - b**2 / r**2
        return 2 * s * b / (r0 * np.sqrt(radial))
    half_sweep = quad(integrand, 0, 1, epsabs=1e-10, epsrel=1e-10)[0]
    return np.pi - 2 * half_sweep


def angle_by_regular_form(V, dV, b):
    """Equivalent integral over alpha, with a bounded integrand."""
    def integrand(alpha):
        r = closest_distance(V, b / np.sin(alpha))
        return 1 / (1 - r * dV(r) / (2 * (Ec - V(r))))
    half_sweep = quad(integrand, 0, np.pi / 2,
                      epsabs=1e-10, epsrel=1e-10)[0]
    return np.pi - 2 * half_sweep


def rutherford_angle(b):
    return 2 * np.arctan(d / (2 * b))


def laboratory_results(theta):
    psi = np.arctan2(np.sin(theta), np.cos(theta) + M1 / M2)
    recoil = (np.pi - theta) / 2
    transfer = 4 * M1 * M2 / (M1 + M2)**2 * E_lab * np.sin(theta / 2)**2
    return psi, recoil, transfer


def newton_collision(V, dV, b, start, max_travel=np.inf):
    """Integrate both particles in the laboratory frame."""
    v = np.sqrt(2 * E_lab / M1)
    v_start = np.sqrt(v**2 - 2 * V(start) / reduced_mass)
    v_cm = M1 * v / (M1 + M2)
    v1 = v_cm + M2 / (M1 + M2) * v_start
    v2 = v_cm - M1 / (M1 + M2) * v_start
    offset = b * v / v_start
    initial = [-start, offset, 0, 0, v1, 0, v2, 0]

    def motion(t, state):
        separation = state[0:2] - state[2:4]
        r = np.hypot(separation[0], separation[1])
        force = -dV(r) * separation / r
        return np.concatenate((state[4:8], force / M1, -force / M2))
    solution = solve_ivp(motion, (0, 2 * start / v), initial,
                         method="DOP853", rtol=1e-11, atol=1e-10,
                         max_step=max_travel / v)
    assert solution.success
    final = solution.y[:, -1]
    projectile, target = final[4:6], final[6:8]
    relative = projectile - target
    theta = np.arctan2(relative[1], relative[0])
    psi = np.arctan2(projectile[1], projectile[0])
    recoil = -np.arctan2(target[1], target[0])
    transfer = M2 * np.dot(target, target) / 2
    return theta, psi, recoil, transfer


# Coulomb quadrature and closest distance over weak and strong deflection.
impact_parameters = [0.5, 1.0, 2.0, 5.0, 10.0, 20.0]
rows = []
for b in impact_parameters:
    r0 = closest_distance(V_coulomb, b)
    assert abs(r0 - (d / 2 + np.sqrt(d**2 / 4 + b**2))) < 1e-10
    numerical = angle_by_quadrature(V_coulomb, b)
    assert abs(numerical - rutherford_angle(b)) < 1e-7
    screened = angle_by_quadrature(V_screened, b)
    regular = angle_by_regular_form(V_screened, dV_screened, b)
    assert abs(screened - regular) < 1e-7
    assert 0 < screened < numerical < np.pi
    rows.append((b, r0, numerical, screened))

ratios = np.array([row[3] / row[2] for row in rows])
assert np.all(np.diff(ratios) < 0)

# Limits: head-on approach and right-angle deflection.
assert abs(closest_distance(V_coulomb, 1e-6) - d) < 1e-9
assert abs(angle_by_quadrature(V_coulomb, d / 2) - np.pi / 2) < 1e-7

# A second exactly integrable repulsion tests the general integral.
k = 3.0
for b in [0.5, 2.0, 8.0]:
    numerical = angle_by_quadrature(lambda r: Ec * k / r**2, b)
    closed = np.pi * (1 - b / np.sqrt(b**2 + k))
    assert abs(numerical - closed) < 1e-7

# Newtonian Coulomb collision. Energies and laboratory directions at
# finite separation carry an error of order d/start; theta converges faster.
start_coulomb = 1.0e4
newton_c = newton_collision(V_coulomb, dV_coulomb, b_main, start_coulomb)
theta_main = rutherford_angle(b_main)
psi_main, recoil_main, transfer_main = laboratory_results(theta_main)
finite_error = 5 * d / start_coulomb
assert abs(newton_c[0] - theta_main) < 1e-6
assert abs(newton_c[1] - psi_main) < finite_error
assert abs(newton_c[2] - recoil_main) < finite_error
assert abs(newton_c[3] / transfer_main - 1) < finite_error

# The screened force is negligible at the start, so all results are tight.
b_screened = 5.0
newton_s = newton_collision(V_screened, dV_screened, b_screened,
                            40 * screening_length, max_travel=2.0)
theta_s = angle_by_quadrature(V_screened, b_screened)
psi_s, recoil_s, transfer_s = laboratory_results(theta_s)
assert abs(newton_s[0] - theta_s) < 1e-6
assert abs(newton_s[1] - psi_s) < 1e-6
assert abs(newton_s[2] - recoil_s) < 1e-6
assert abs(newton_s[3] / transfer_s - 1) < 1e-6

# Validity of non-relativistic classical motion for the chosen numbers.
speed = np.sqrt(2 * E_lab * const.e / (M1 * const.atomic_mass))
sommerfeld = C * const.e * 1e-12 / (const.hbar * speed)
assert speed / const.c < 0.01
assert sommerfeld > 10

print(f"Charge numbers Z1, Z2: {Z1}, {Z2}")
print(f"Masses M1, M2: {M1:.0f}, {M2:.0f} u")
print(f"Laboratory energy E: {E_lab / 1e3:.1f} keV")
print(f"Relative energy Ec: {Ec / 1e3:.1f} keV")
print(f"Reduced mass: {reduced_mass:.1f} u")
print(f"e^2/(4 pi epsilon0): {coulomb_unit:.3f} eV pm")
print(f"Coulomb strength C: {C / 1e3:.4f} keV pm")
print(f"Head-on closest distance d: {d:.5f} pm")
print(f"Impact parameter for 90 deg, d/2: {d / 2:.5f} pm")
print(f"Initial speed: {speed:.4e} m/s")
print(f"Speed ratio v/c: {speed / const.c:.5f}")
print(f"Sommerfeld parameter C/(hbar v): {sommerfeld:.1f}")
print(f"Main impact parameter b: {b_main:.1f} pm")
print(f"d/(2b): {d / (2 * b_main):.5f}")
print(f"Closest distance r0: {closest_distance(V_coulomb, b_main):.5f} pm")
print(f"Rutherford theta: {np.degrees(theta_main):.4f} deg")
print(f"Rutherford theta converted: {theta_main:.6f} rad")
quad_main = angle_by_quadrature(V_coulomb, b_main)
print(f"Theta from quadrature: {np.degrees(quad_main):.4f} deg")
print(f"Theta from Newton: {np.degrees(newton_c[0]):.4f} deg")
print(f"Projectile laboratory angle: {np.degrees(psi_main):.4f} deg")
print(f"Target recoil angle: {np.degrees(recoil_main):.4f} deg")
print(f"Maximum energy transfer: "
      f"{laboratory_results(np.pi)[2] / 1e3:.3f} keV")
print(f"Energy transfer T: {transfer_main / 1e3:.3f} keV")
print(f"T from Newton at finite distance: {newton_c[3] / 1e3:.3f} keV")
print(f"Screening length a: {screening_length:.1f} pm")
print("b (pm), Coulomb r0 (pm), Coulomb theta (deg), "
      "screened theta (deg), ratio")
for row, ratio in zip(rows, ratios):
    b, r0, bare, screened = row
    print(f"{b:5.1f}  {r0:9.4f}  {np.degrees(bare):9.4f}  "
          f"{np.degrees(screened):9.4f}  {ratio:.4f}")
print(f"Screened Newton test b: {b_screened:.1f} pm")
print(f"Screened theta, quadrature: {np.degrees(theta_s):.5f} deg")
print(f"Screened theta, Newton: {np.degrees(newton_s[0]):.5f} deg")
print("ALL CHECKS PASSED")
```

Printed output:

```
Charge numbers Z1, Z2: 5, 20
Masses M1, M2: 10, 40 u
Laboratory energy E: 100.0 keV
Relative energy Ec: 80.0 keV
Reduced mass: 8.0 u
e^2/(4 pi epsilon0): 1439.965 eV pm
Coulomb strength C: 143.9965 keV pm
Head-on closest distance d: 1.79996 pm
Impact parameter for 90 deg, d/2: 0.89998 pm
Initial speed: 1.3891e+06 m/s
Speed ratio v/c: 0.00463
Sommerfeld parameter C/(hbar v): 157.5
Main impact parameter b: 1.0 pm
d/(2b): 0.89998
Closest distance r0: 2.24533 pm
Rutherford theta: 83.9730 deg
Rutherford theta converted: 1.465606 rad
Theta from quadrature: 83.9730 deg
Theta from Newton: 83.9730 deg
Projectile laboratory angle: 70.3550 deg
Target recoil angle: 48.0135 deg
Maximum energy transfer: 64.000 keV
Energy transfer T: 28.640 keV
T from Newton at finite distance: 28.638 keV
Screening length a: 10.0 pm
b (pm), Coulomb r0 (pm), Coulomb theta (deg), screened theta (deg), ratio
  0.5     1.9295   121.8896   117.3220  0.9625
  1.0     2.2453    83.9730    78.3538  0.9331
  2.0     3.0931    48.4544    43.3224  0.8941
  5.0     5.9803    20.4075    15.9412  0.7811
 10.0    10.9404    10.2853     5.9552  0.5790
 20.0    20.9202     5.1530     1.4197  0.2755
Screened Newton test b: 5.0 pm
Screened theta, quadrature: 15.94118 deg
Screened theta, Newton: 15.94118 deg
ALL CHECKS PASSED
```
